# Steady energy release of a thin film debonding from a rigid substrate: verification in Python

```python
"""Steady debonding of a stressed thin film from a rigid substrate.

Result under test: G = sigma^2 h / (2 Ebar), Ebar = E / (1 - nu^2).
G: energy released per debonded area; sigma: tensile film stress along
the direction of front advance, far ahead of the front; h: thickness;
E, nu: Young modulus and Poisson ratio. The strain along the front is
fixed and the debond starts at a free film edge. Both the debond and the
remaining bonded film are long compared with the end zones.
Axes: x = direction of the film length, y = normal, z = along the front.
Units: eV and angstrom. The finite-element film is relaxed from its
thermal misfit alone and never uses the formula for G.
"""
import numpy as np
from scipy import constants
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

FILM_LENGTH = 16      # in units of thickness
STEP = 0.125          # debond advance for energy differences, same units


def lame(young, nu):
    return (young * nu / ((1 + nu) * (1 - 2 * nu)), young / (2 * (1 + nu)))


def steady_formula(young, nu, stress, thickness):
    return stress**2 * thickness * (1 - nu**2) / (2 * young)


def close(value, target, rtol):
    """Purely relative comparison, safe for small energies."""
    return np.isclose(value, target, rtol=rtol, atol=0)


def hooke_state(young, nu, held):
    """Solve 3D Hooke law; held maps axis -> elastic strain, others stress-free."""
    lam, mu = lame(young, nu)
    stiffness = lam * np.ones((3, 3)) + 2 * mu * np.eye(3)
    strain = np.zeros(3)
    fixed = list(held)
    free = [axis for axis in range(3) if axis not in held]
    strain[fixed] = [held[axis] for axis in fixed]
    load = -stiffness[np.ix_(free, fixed)] @ strain[fixed]
    strain[free] = np.linalg.solve(stiffness[np.ix_(free, free)], load)
    stress = stiffness @ strain
    return stress, 0.5 * stress @ strain


def relaxed_film(young, nu, misfit, thickness, cells, start, end,
                 right_free=True):
    """Minimum elastic energy per width, and lift of the bottom nodes.

    Bottom nodes with start < x/thickness < end are detached.
    cells = number of square elements through the thickness.
    """
    nx, ny = FILM_LENGTH * cells, cells
    side = thickness / cells
    lam, mu = lame(young, nu)
    plane = np.array([[lam + 2 * mu, lam, 0],
                      [lam, lam + 2 * mu, 0], [0, 0, mu]])
    # Stress with all total strains zero: the film wants to shrink by misfit.
    prestress = (3 * lam + 2 * mu) * misfit
    signs = np.array([[-1, -1], [1, -1], [1, 1], [-1, 1]])
    k_cell, f_cell = np.zeros((8, 8)), np.zeros(8)
    for xi in (-1 / np.sqrt(3), 1 / np.sqrt(3)):
        for eta in (-1 / np.sqrt(3), 1 / np.sqrt(3)):
            dx = signs[:, 0] * (1 + eta * signs[:, 1]) / (2 * side)
            dy = signs[:, 1] * (1 + xi * signs[:, 0]) / (2 * side)
            b = np.zeros((3, 8))
            b[0, 0::2], b[1, 1::2] = dx, dy
            b[2, 0::2], b[2, 1::2] = dy, dx
            weight = side**2 / 4
            k_cell += weight * b.T @ plane @ b
            f_cell += weight * prestress * (b[0] + b[1])
    node = np.arange((nx + 1) * (ny + 1)).reshape(nx + 1, ny + 1)
    corners = np.stack([node[:-1, :-1], node[1:, :-1],
                        node[1:, 1:], node[:-1, 1:]], axis=-1).reshape(-1, 4)
    dofs = np.empty((len(corners), 8), dtype=int)
    dofs[:, 0::2], dofs[:, 1::2] = 2 * corners, 2 * corners + 1
    size = 2 * node.size
    rows = np.repeat(dofs, 8, axis=1).ravel()
    cols = np.tile(dofs, (1, 8)).ravel()
    values = np.tile(k_cell.ravel(), len(corners))
    matrix = coo_matrix((values, (rows, cols)), shape=(size, size)).tocsr()
    force = np.bincount(dofs.ravel(), np.tile(f_cell, len(corners)), size)
    position = np.arange(nx + 1) / cells
    detached = (position > start + 1e-9) & (position < end - 1e-9)
    fixed = np.zeros(size, dtype=bool)
    fixed[2 * node[0]] = True
    if not right_free:
        fixed[2 * node[-1]] = True
    bonded = node[~detached, 0]
    fixed[2 * bonded] = True
    fixed[2 * bonded + 1] = True
    free = np.flatnonzero(~fixed)
    u = np.zeros(size)
    u[free] = spsolve(matrix[free][:, free].tocsc(), -force[free],
                      permc_spec="MMD_AT_PLUS_A")
    volume = FILM_LENGTH * thickness**2
    energy = 1.5 * prestress * misfit * volume + 0.5 * force @ u
    return energy, u[2 * node[:, 0] + 1]


def release_rate(young, nu, misfit, thickness, cells, debond):
    """Mean -dU/da between debond and debond + STEP (units of thickness)."""
    energies = [relaxed_film(young, nu, misfit, thickness, cells,
                             FILM_LENGTH - a, FILM_LENGTH + 1)[0]
                for a in (debond, debond + STEP)]
    return (energies[0] - energies[1]) / (STEP * thickness)


# Model parameters
young, nu = 0.5, 0.3
expansion_mismatch, cooling = 2e-5, 200.0
thickness, toughness = 5000.0, 0.05
misfit = expansion_mismatch * cooling

# Attached and detached states from the 3D Hooke law
attached, w_attached = hooke_state(young, nu, {0: misfit, 2: misfit})
released, w_released = hooke_state(young, nu, {2: misfit})
stress = young * misfit / (1 - nu)
assert np.allclose(attached, [stress, 0, stress], rtol=1e-10, atol=1e-14)
assert close(released[2], (1 - nu) * stress, 1e-10)
assert close(w_attached, (1 - nu) * stress**2 / young, 1e-10)
assert close(w_released, (1 - nu)**2 * stress**2 / (2 * young), 1e-10)
fraction = (w_attached - w_released) / w_attached
assert close(fraction, (1 + nu) / 2, 1e-10)

# Unequal in-plane strains: only the stress along x should matter
for test_nu in (0.0, 0.2, 0.45):
    for ex, ez in ((0.004, 0.001), (0.002, -0.003), (0.003, 0.003)):
        s1, w1 = hooke_state(young, test_nu, {0: ex, 2: ez})
        s2, w2 = hooke_state(young, test_nu, {2: ez})
        assert close(w1 - w2, steady_formula(young, test_nu, s1[0], 1.0), 1e-9)
        assert np.isclose(s2[2], s1[2] - test_nu * s1[0], rtol=1e-9, atol=1e-14)

# Long debonds in the finite-element film, several Poisson ratios
for test_nu in (0.0, 0.2, 0.45):
    target = steady_formula(young, test_nu, young * misfit / (1 - test_nu),
                            thickness)
    for debond in (3.0, 5.0):
        found = release_rate(young, test_nu, misfit, thickness, 8, debond)
        assert close(found, target, 1e-5), (test_nu, debond, found / target - 1)

# Short bonded remainder: slowest to settle when nearly incompressible
soft_nu = 0.45
soft_target = steady_formula(young, soft_nu, young * misfit / (1 - soft_nu),
                             thickness)
remainders = (2, 4, 8)
deviations = [release_rate(young, soft_nu, misfit, thickness, 8,
                           FILM_LENGTH - left) / soft_target - 1
              for left in remainders]
assert abs(deviations[0]) > abs(deviations[1]) > abs(deviations[2])

# Approach to the steady value on two meshes
g_steady = steady_formula(young, nu, stress, thickness)
debonds = (0.25, 0.5, 1.0, 2.0, 4.0)
coarse, fine = [np.array([release_rate(young, nu, misfit, thickness, cells, a)
                          for a in debonds]) / g_steady for cells in (16, 32)]
# The mesh blurs the front position by a fraction of one element.
assert np.max(np.abs(coarse - fine)) < 0.05
assert abs(fine[-1] - 1) < 1e-5
assert abs(fine[0] - 1) > 10 * abs(fine[-1] - 1)

# The detached flap must lift, from a quarter thickness behind the front on
flap = 4
_, lift = relaxed_film(young, nu, misfit, thickness, 32,
                       FILM_LENGTH - flap, FILM_LENGTH + 1)
front = (FILM_LENGTH - flap) * 32
assert np.all(lift[front + 8:] > 0)
slope = (lift[-1] - lift[-33]) / thickness

# Interior debond, with no free edge to relax toward
bonded_energy, _ = relaxed_film(young, nu, misfit, thickness, 8, 0, 0, False)
interior_energy, _ = relaxed_film(young, nu, misfit, thickness, 8, 4, 8, False)
interior_ratio = abs(bonded_energy - interior_energy) / (4 * thickness * g_steady)
assert interior_ratio < 1e-8

# Critical thickness, checked with a relaxed film of that thickness
plane_modulus = young / (1 - nu**2)
critical = 2 * plane_modulus * toughness / stress**2
g_critical = release_rate(young, nu, misfit, critical, 8, 4.0)
assert close(g_critical, toughness, 1e-5)

to_si = constants.e / constants.angstrom**2
print(f"Young modulus: {young:.3f} eV/angstrom^3")
print(f"Poisson ratio: {nu:.2f} (dimensionless)")
print(f"Plane-strain modulus: {plane_modulus:.5f} eV/angstrom^3")
print(f"Expansion mismatch: {expansion_mismatch:.1e} 1/K")
print(f"Cooling: {cooling:.0f} K")
print(f"Misfit strain: {misfit:.4f} (dimensionless)")
print(f"Film thickness: {thickness:.0f} angstrom")
print(f"Interface toughness: {toughness:.3f} eV/angstrom^2")
print(f"Attached film stress, x and z: {attached[0]:.6f} eV/angstrom^3")
print(f"Detached film stress, z: {released[2]:.6f} eV/angstrom^3")
print(f"Attached energy density: {w_attached:.4e} eV/angstrom^3")
print(f"Detached energy density: {w_released:.4e} eV/angstrom^3")
print(f"Released energy density: {w_attached - w_released:.4e} eV/angstrom^3")
print(f"Released fraction of stored energy: {fraction:.3f} (dimensionless)")
print(f"Stored energy per area: {w_attached * thickness:.5f} eV/angstrom^2")
print(f"Steady G, formula: {g_steady:.5f} eV/angstrom^2")
print(f"Steady G, finite elements: {fine[-1] * g_steady:.5f} eV/angstrom^2")
print(f"Steady G, converted: {g_steady * to_si:.4f} J/m^2")
print(f"G over toughness: {g_steady / toughness:.4f} (dimensionless)")
print(f"Critical thickness: {critical:.0f} angstrom")
print(f"G of relaxed film at critical thickness: {g_critical:.5f} eV/angstrom^2")
print("G / steady G, mean over an advance of 0.125 h (dimensionless):")
for a, g16, g32 in zip(debonds, coarse, fine):
    print(f"  from a/h = {a:.2f}: {g16:.4f} (16 cells), {g32:.4f} (32 cells)")
print(f"G / steady G - 1 for Poisson ratio {soft_nu} (dimensionless):")
for left, deviation in zip(remainders, deviations):
    print(f"  bonded remainder {left} h before the advance: {deviation:.1e}")
print(f"Interior debond, release / (steady G x area) below 1e-8: "
      f"{interior_ratio < 1e-8}")
print(f"Flap length for lift: {flap * thickness:.0f} angstrom")
print(f"Lift of flap end: {lift[-1]:.2f} angstrom")
print(f"Slope of flap near its end: {slope:.5f} (dimensionless)")
print("every check passed")
```

Running it gives:

```
Young modulus: 0.500 eV/angstrom^3
Poisson ratio: 0.30 (dimensionless)
Plane-strain modulus: 0.54945 eV/angstrom^3
Expansion mismatch: 2.0e-05 1/K
Cooling: 200 K
Misfit strain: 0.0040 (dimensionless)
Film thickness: 5000 angstrom
Interface toughness: 0.050 eV/angstrom^2
Attached film stress, x and z: 0.002857 eV/angstrom^3
Detached film stress, z: 0.002000 eV/angstrom^3
Attached energy density: 1.1429e-05 eV/angstrom^3
Detached energy density: 4.0000e-06 eV/angstrom^3
Released energy density: 7.4286e-06 eV/angstrom^3
Released fraction of stored energy: 0.650 (dimensionless)
Stored energy per area: 0.05714 eV/angstrom^2
Steady G, formula: 0.03714 eV/angstrom^2
Steady G, finite elements: 0.03714 eV/angstrom^2
Steady G, converted: 0.5951 J/m^2
G over toughness: 0.7429 (dimensionless)
Critical thickness: 6731 angstrom
G of relaxed film at critical thickness: 0.05000 eV/angstrom^2
G / steady G, mean over an advance of 0.125 h (dimensionless):
  from a/h = 0.25: 0.9606 (16 cells), 0.9635 (32 cells)
  from a/h = 0.50: 0.9902 (16 cells), 0.9910 (32 cells)
  from a/h = 1.00: 0.9999 (16 cells), 0.9999 (32 cells)
  from a/h = 2.00: 1.0000 (16 cells), 1.0000 (32 cells)
  from a/h = 4.00: 1.0000 (16 cells), 1.0000 (32 cells)
G / steady G - 1 for Poisson ratio 0.45 (dimensionless):
  bonded remainder 2 h before the advance: -1.7e-01
  bonded remainder 4 h before the advance: -8.2e-03
  bonded remainder 8 h before the advance: -1.6e-05
Interior debond, release / (steady G x area) below 1e-8: True
Flap length for lift: 20000 angstrom
Lift of flap end: 166.58 angstrom
Slope of flap near its end: 0.00794 (dimensionless)
every check passed
```
